# Real-Space Resta Preconditioning by a Few Helmholtz Solves

## A long insulator that answers too strongly

Take a long periodic insulator and guess its electron density with a small error: slightly too many electrons at one end, too few at the other. The Hartree potential of this error is large, because the Coulomb interaction $4\pi/q^2$ grows at small wavevector $q$. The electrons respond by moving the other way and overshoot. A self-consistent-field (SCF) iteration must damp this motion, but damping also slows the short waves, which hardly overshoot.

The cure is to damp each wave by its own amount. The Resta dielectric function supplies that amount for an insulator. Below it is turned into an operation that a real-space grid can perform, first by hand on two waves. Hartree atomic units are used.

Let $F(n)$ be the density computed from the potential that belongs to the input density $n$. The residual is $f=F(n)-n$ and the update is

$$n'=n+\alpha Pf ,$$

with a number $\alpha$ and a linear operator $P$, the preconditioner. Write $n=n_*+e$, where $F(n_*)=n_*$. With the Hartree interaction $v$ alone, the potential changes by $ve$ and the output density by $\chi_0ve$ to first order; $\chi_0$ is the response of independent electrons. Hence

$$f=\chi_0ve-e=-Je,\qquad J=1-\chi_0v,\qquad e'=(1-\alpha PJ)e .$$

Exchange-correlation is left out of $J$. In a homogeneous medium every plane wave is an eigenfunction of $J$, with eigenvalue $\epsilon(q)=1-v(q)\chi_0(q)$. Since $\chi_0$ is negative, $\epsilon\ge1$. If $P$ multiplies the wave by $g$, its error is multiplied by $1-\alpha g\epsilon$ per step. The ideal choice is $g=1/\epsilon$ and $\alpha=1$.

## Two waves by hand

Let the medium have static dielectric constant $\epsilon_0=12$ and screening wavevector $k=1$ bohr$^{-1}$, and let the error contain two waves, $q=0.25$ and $q=2$ bohr$^{-1}$. The Resta function, derived below, gives $1/\epsilon=0.1202$ and $0.7999$, so $\epsilon=8.32$ and $1.25$.

Without a preconditioner the factors are $1-8.32\alpha$ and $1-1.25\alpha$. The larger magnitude is smallest when the two are equal and opposite:

$$1-1.25\alpha=8.32\alpha-1\quad\Rightarrow\quad \alpha=\frac{2}{9.57}=0.209 .$$

Each step then still leaves a fraction $7.07/9.57=0.74$ of both errors.

Now solve one Helmholtz equation for the residual and subtract the solution:

$$(-\nabla^2+\lambda)u=f,\qquad Pf=f-u,\qquad \lambda=\tfrac{12}{11}=1.0909 .$$

On a wave, $-\nabla^2$ is $q^2$, so $g=1-1/(q^2+\lambda)$:

$$g(0.25)=1-\frac1{0.0625+1.0909}=0.1330,\qquad g(2)=1-\frac1{4+1.0909}=0.8036 .$$

The products $g\epsilon$ are $0.1330/0.1202=1.107$ and $0.8036/0.7999=1.005$. With $\alpha=1$ the errors are multiplied by $-0.107$ and $-0.005$. One local differential equation has replaced a separate treatment of each wave. It remains to find where $1/\epsilon$ and $\lambda$ come from, and how to do better.

## The Resta function

Put a unit positive point charge in the medium. The model assumes linear Thomas–Fermi screening inside a radius $R$, no screening charge outside, and the potential $V=1/(\epsilon_0r)$ outside. The induced charge density inside is $-(k^2/4\pi)[V(r)-V(R)]$, which vanishes at $R$. For $0<r<R$ Poisson's equation reads

$$\nabla^2V=k^2[V-V(R)],\qquad V(R)=\frac1{\epsilon_0R}.$$

With $u=rV$ the Laplacian becomes $u''/r$. Set $w=u-r/(\epsilon_0R)$. The subtracted term is linear in $r$, so $w''=u''$ and

$$w''=k^2w,\qquad w(0)=1,\qquad w(R)=0\quad\Rightarrow\quad w=\frac{\sinh k(R-r)}{\sinh kR}.$$

The value at zero comes from the bare charge, $V\to1/r$. Outside, $u=1/\epsilon_0$ is constant, so continuity of the field requires $u'(R)=0$, that is $w'(R)=-1/(\epsilon_0R)$. From the solution, $w'(R)=-k/\sinh kR$. Therefore

$$\frac{\sinh kR}{kR}=\epsilon_0 .$$

For $\epsilon_0=12$ and $k=1$ bohr$^{-1}$ this gives $R=4.73$ bohr.

The screening charge, with its sign reversed, has density $k^2w/(4\pi r)$. Its Fourier transform is

$$S(q)=\int_0^R4\pi r^2\,\frac{\sin qr}{qr}\,\frac{k^2w}{4\pi r}\,dr=\frac{k^2}{q}I,\qquad I=\int_0^R w\sin qr\,dr .$$

Replace $k^2w$ by $w''$ and integrate by parts twice:

$$k^2I=\Big[w'\sin qr-qw\cos qr\Big]_0^R-q^2I=-\frac{\sin qR}{\epsilon_0R}+q-q^2I .$$

Solve for $I$. The total charge, point charge plus screening, has transform $1-S$, and this is $1/\epsilon$:

$$\frac1{\epsilon(q)}=1-\frac{k^2}{q^2+k^2}\left[1-\frac{\sin qR}{\epsilon_0qR}\right]=\frac{q^2+k^2\sin(qR)/(\epsilon_0qR)}{q^2+k^2}.$$

A separate numerical solution of the radial equation agrees with this formula to about $3\times10^{-11}$.

At $q\to0$ the result is $1/\epsilon_0$. At large $q$ it is $1-k^2/q^2$ to leading order, since short waves are hardly screened. When $\epsilon_0\to\infty$ at fixed $k$ and $q$, the sine term vanishes and $1/\epsilon\to q^2/(q^2+k^2)$. This is the Kerker preconditioner, suited to a simple metal. When $\epsilon_0\to1$, $R\to0$ and $1/\epsilon\to1$: no preconditioning is needed.

## From the Resta function to poles

With fast Fourier transforms one could multiply by $1/\epsilon(q)$ directly. On a real-space grid the natural operation is a sparse linear solve, which produces rational functions of $q^2$. Let $t=q^2/k^2$ and write

$$1-g=\frac{A(t)}{B(t)},\qquad \deg A=m-1,\quad\deg B=m,\quad B(0)=1 .$$

Two conditions are imposed before any fitting. The long-wave limit requires $A(0)=A_0=1-1/\epsilon_0$. The tail $1-g\to1/t$ requires equal leading coefficients of $A$ and $B/t$.

**One pole.** Here $1-g=A_0/(1+bt)$, and the tail gives $A_0/b=1$. Dividing numerator and denominator by $A_0$,

$$1-g=\frac{A_0}{1+A_0t}=\frac1{t+\lambda},\qquad \lambda=\frac1{A_0}=\frac{\epsilon_0}{\epsilon_0-1}.$$

This is the $12/11$ used above. The corresponding dielectric function is

$$\frac1g=\frac{t+\lambda}{t+\lambda-1}=1+\frac1{t+1/(\epsilon_0-1)} .$$

Nothing is left to adjust, and the largest error of $g$ relative to $1/\epsilon$ is 16%.

**Two poles.** Let the poles lie at $t=-\lambda$ and $t=-\lambda^*$, with $\lambda=x+iy$ and $D=x^2+y^2$. Then $B=[(t+x)^2+y^2]/D$ has leading coefficient $1/D$, so $A=A_0+t/D$ and

$$1-g=\frac{A_0D+t}{(t+\lambda)(t+\lambda^*)}=\frac{r}{t+\lambda}+\frac{r^*}{t+\lambda^*}.$$

Multiply by $t+\lambda$ and set $t=-\lambda$:

$$r=\frac{A_0D-\lambda}{\lambda^*-\lambda}=\frac{A_0D-x-iy}{-2iy}=\frac12+i\,\frac{A_0D-x}{2y}.$$

The real part $1/2$ expresses the tail condition $r+r^*=1$. The two free numbers $x,y$ are chosen to minimize the sum of $(g\epsilon-1)^2$ over equally spaced $q$ from 0 to $12k$. The error is relative because $g\epsilon$ is what enters the SCF factor. The fit gives $\lambda=0.76005+0.33593i$. Then $D=0.6905$, $A_0D=0.6330$, and

$$\operatorname{Im}r=\frac{0.6330-0.7600}{0.6719}=-0.189 ,$$

in agreement with the fitted residue $r=0.50000-0.18913i$.

Return to the wave $q=0.25$ bohr$^{-1}$. Here $t+\lambda=0.82255+0.33593i$, and

$$g=1-2\operatorname{Re}\frac{r}{t+\lambda}=1-2\,\frac{0.5(0.82255)-0.18913(0.33593)}{0.82255^2+0.33593^2}=0.1190 .$$

The product $g\epsilon$ is now $0.990$ instead of $1.107$. Over the range examined, up to $60k$, the largest relative error is 1.3%.

**Three poles.** A real pole is added to the pair, and the largest error falls to 0.35%. There is a danger here: a pole and a zero that nearly cancel can sit between two sample points on the physical half-line $t\ge0$, where they hardly affect the sampled error but produce a spike. As a precaution the fit keeps $\operatorname{Re}\lambda\ge0.1$ for every pole. The complex pair ends on this bound, so it is a constrained fit and not a free optimum. The bound is stricter than needed here: the pair, $\lambda=0.100\pm1.068i$, lies about 1.07 from the half-line, and without the bound it moves only to $\operatorname{Re}\lambda\approx0.05$, with a largest error of 0.34% and no spike. The two-pole fit lies inside its bounds and is used from here on.

## The method in general

For simple poles, the residues follow by the same multiplication, since $B(t)\approx B'(-\lambda_j)(t+\lambda_j)$ near a pole:

$$r_j=\frac{A(-\lambda_j)}{B'(-\lambda_j)},\qquad g=1-\sum_j\frac{r_j}{t+\lambda_j}=1-\sum_j\frac{k^2r_j}{q^2+k^2\lambda_j}.$$

The last form restores physical units. The algorithm is:

1. Choose $\epsilon_0$ and $k$, and obtain $R$.
2. Fit $g$ once; check that no pole lies on $t\ge0$ and that $g>0$ there.
3. At each SCF step solve $(-\nabla^2+k^2\lambda_j)u_j=f$.
4. Form $Pf=f-\sum_jk^2r_ju_j$ and update $n'=n+\alpha Pf$.

Because $f$ is real, the solution for $\lambda_j^*$ is $u_j^*$. A conjugate pair thus costs one complex solve and contributes $-2k^2\operatorname{Re}(r_ju_j)$.

The electron number is safe. Integrating the Helmholtz equation over a periodic cell removes the Laplacian and leaves $k^2\lambda_j\int u_j=\int f$. Hence $\int Pf=g(0)\int f$, which is zero whenever the residual has zero total charge.

## Solving with a complex shift

On the grid, $M=L+\lambda$, where $L$ is the real symmetric matrix of $-\nabla^2$ and $\lambda$ now denotes the physical shift. $M$ is symmetric but not Hermitian, so conjugate gradients are used with the product $a^Tb$, without complex conjugation. Start from $x=0$ and $s=p=f$, where $s$ is the linear residual, and repeat

$$x'=x+cp,\qquad s'=s-cMp,\qquad p'=s'+\beta p .$$

Require $s'^Ts=0$ and $p'^TMp=0$. Since $s$ differs from $p$ by a multiple of the previous direction, $s^TMp=p^TMp$, so $c=s^Ts/p^TMp$. Next, $Mp=(s-s')/c$ gives $s'^TMp=-s'^Ts'/c$, and hence $\beta=s'^Ts'/s^Ts$. These products can vanish for general nonzero complex vectors, but not here in exact arithmetic. With $f$ and $L$ real, the space spanned by $f,Lf,L^2f,\dots$ has a real orthonormal basis. Each residual is orthogonal to the earlier part of that space, so it is a complex multiple of one real basis vector, and $s^Ts\ne0$ until $s=0$. The product $p^TMp$ vanishes only if $L+\lambda$ projected on the space built so far is singular; the projected $L$ has real eigenvalues inside the spectral range of $L$, so this cannot happen when $-\lambda$ lies off the half-line $[0,\infty)$. For a complex right-hand side this protection is lost.

The role of the shift is seen from polynomials. After $N$ steps a Krylov residual is a polynomial in $M$ applied to $f$, equal to 1 at $M=0$. If $L$ has its spectrum in $[0,X]$, one such polynomial is $T_N(1-2L/X)/T_N(z)$, with $z=1+2\lambda/X$ and $T_N$ a Chebyshev polynomial. The numerator is at most 1 in magnitude, while $|T_N(z)|\approx|\omega|^N/2$ with $\omega=z+\sqrt{z^2-1}$ and $|\omega|>1$. Reaching a relative residual $\tau$ takes about

$$N\approx\frac{\ln(2/\tau)}{\ln|\omega|}$$

steps. The box size does not appear; the grid spacing does, through $X$. For an iteration that minimizes the residual this count is sufficient, up to the approximation for $T_N$. For the present iteration it is a guide.

In three dimensions, with sixth-order differences, spacing 0.5 bohr, $k=1$ bohr$^{-1}$ and $\tau=10^{-10}$, the estimate is 113 steps. For a source of two opposite Gaussians the solver took 60 steps in a 12 bohr box and 94 in a 24 bohr box. The cause of the lower count in the small box was not isolated. Levelling off was tested in one dimension: from 192 to 768 bohr the count stayed at 61, while without the shift it rose from about 200 to about 900.

In both three-dimensional boxes the result differs from the unfitted Resta operation by 0.9% in norm. Nearly all of this is the error of the two-pole fit; the finite differences contribute about 0.01%, and the solver error is near $10^{-11}$.

## A crystal that is not a Resta medium

In a crystal $J$ couples $q$ to $q+G$, with $G$ a reciprocal lattice vector. Does a multiplier in $q$ still help? On nonuniform densities $v$ is positive, and $P$ commutes with it because both are functions of $q$. Therefore

$$v^{1/2}(PJ)v^{-1/2}=PH,\qquad H=1-v^{1/2}\chi_0v^{1/2},$$

and $P^{-1/2}(PH)P^{1/2}=P^{1/2}HP^{1/2}$. This is Hermitian and positive, so $PJ$ has real positive eigenvalues $\mu$. As with two waves, the best fixed mixing has

$$\alpha=\frac2{\mu_{\min}+\mu_{\max}},\qquad \text{rate}=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac{\mu_{\max}}{\mu_{\min}} .$$

The fit error has a bounded effect. If $|g\epsilon-1|\le\delta<1$ with $\epsilon$ the Resta function, replacing $1/\epsilon$ by $g$ rescales each component of a trial vector by $\sqrt{g\epsilon}$. Its squared norm changes by a factor between $1-\delta$ and $1+\delta$. So $\mu_{\max}$ grows at most by $1+\delta$, $\mu_{\min}$ falls at most by $1-\delta$, and $\kappa$ grows at most by $(1+\delta)/(1-\delta)$. For $\delta=0.0134$ this is 1.027.

The model crystal varies along $z$ only. The electrons move only along $z$, and their charge is spread uniformly over a cross-sectional area $\mathcal A$. Motion in the plane is left out, so the gap below is that of the one-dimensional bands; electrons free to move in the plane at this density would fill higher subbands and form a metal. Its self-consistent potential is a cosine of amplitude 0.2 Ha and period 5 bohr, with two electrons per cell and a gap of 0.199 Ha. First-order perturbation theory with real orbitals gives

$$\chi_0(z,z')=-\frac4{\mathcal A}\sum_{i\,\mathrm{occ}}\sum_{a\,\mathrm{empty}}\frac{\psi_i(z)\psi_a(z)\psi_i(z')\psi_a(z')}{\varepsilon_a-\varepsilon_i}.$$

One factor 2 is spin, the other comes from varying $\psi_i^2$. The cross-sectional area per electron pair, $\mathcal A=4.68$ bohr$^2$, is chosen so that the macroscopic dielectric constant $\epsilon_M=1/[H^{-1}]_{qq}$ is 12 at the smallest wavevector of 20 cells, $q=0.0628$ bohr$^{-1}$. Fitting the Resta curve to the computed $[H^{-1}]_{qq}$ for $q<3$ bohr$^{-1}$ gives $k=1.30$ bohr$^{-1}$. The curve is only a rough description of this crystal: its largest relative deviation in that range is about 32%. Ending the fit anywhere from 1 to 5 bohr$^{-1}$ gave $k$ between 1.28 and 1.36 and changed the two-pole $\kappa$ at 20 cells by about 1% at most.

| Preconditioner | $\kappa$, 10 cells | $\kappa$, 20 cells |
|---|---:|---:|
| none | 18.4 | 20.0 |
| Kerker | 17.3 | 62.5 |
| Resta | 3.93 | 4.06 |
| two-pole fit | 3.94 | 4.07 |

Without a preconditioner $\mu_{\max}=20$, although $\epsilon_M=12$. There is no conflict: $[H^{-1}]_{qq}$ is a weighted average of $1/\mu$ over the eigenvectors of $H$, so $\epsilon_M$ cannot exceed the largest $\mu$ but may lie well below it.

Kerker with this $k$ fails here for a reason that can be bounded. With $K=q^2/(q^2+k^2)$, the inverse of $K^{1/2}HK^{1/2}$ has diagonal element $1/(K\epsilon_M)$, which is at most $1/\mu_{\min}$. Thus

$$\mu_{\min}\le K\epsilon_M=\frac{12(0.0628)^2}{(0.0628)^2+(1.296)^2}=0.028 ,$$

and the computed value is 0.0279. As the cell length grows, the smallest $q$ and this bound tend to zero. At 10 cells Kerker is still slightly better than nothing; at 20 it is three times worse. This comparison uses the $k$ fitted to the Resta curve. With $k\approx0.2$ bohr$^{-1}$ Kerker gives $\kappa\approx11$ at 20 cells, but for any fixed $k$ the bound still falls to zero as the cell grows. Keeping $K$ from falling below $1/12$ removes this growth and gives $\kappa\approx5.3$.

The Resta form keeps $\kappa$ near 4 at both lengths. It cannot reach 1, because $P$ is diagonal in $q$ and $H$ is not. The rough fit is not the limit: using $[H^{-1}]_{qq}$ itself as the multiplier gives 4.04 at 20 cells. For the same reason the second pole gains nothing in this crystal: the one-pole operator gives 4.05 at 20 cells and needs the same number of steps in the nonlinear run below.

## The nonlinear iteration

A potential of amplitude 0.05 Ha and the longest wavelength is added to the 20-cell crystal, and the residual is reduced by $10^{-8}$. Without a preconditioner,

$$\alpha=\frac2{1.001+19.98}=0.095,\qquad \text{rate}=\frac{18.98}{20.98}=0.905,\qquad \frac{\ln10^{-8}}{\ln0.905}\approx184 .$$

The run took 185 steps. With the two-pole operator the eigenvalues span 0.622 to 2.534, so

$$\alpha=\frac2{3.157}=0.634,\qquad \text{rate}=\frac{1.912}{3.157}=0.606,\qquad \text{about }37\text{ steps},$$

and the run took 38. These counts are for fixed linear mixing. With Anderson mixing over the last ten steps the gain is smaller, about 24 steps without and 13 with the preconditioner. On this small grid the Helmholtz operator was inverted once and stored; on a large grid each step would need one complex Helmholtz solve. The two final densities agree to about $2\times10^{-11}$ of the norm of the starting density.

The value $\alpha=1$, natural for the homogeneous medium, would fail in this crystal: the mode with $\mu=2.534$ would be multiplied by $1-2.534=-1.53$ and grow. Good preconditioning does not remove the need to choose $\alpha$.

The parameters matter in a similar way. If $\epsilon_0$ is guessed as $\epsilon_0'$ in a homogeneous medium, long waves have $\mu\approx\epsilon_0/\epsilon_0'$: too small a guess invites overshoot, too large a guess slows them. A slab with a wide vacuum strains the model further, since no single $\epsilon_0$ describes both regions. For a long wave confined to the vacuum, where $J\approx1$, the correction would be scaled down to about $1/\epsilon_0$ of its proper size. The homogeneous Resta operator is therefore suited to cells filled by one insulating material. The numerical output below gives the fitted constants and spectra in more digits.

## Calculated quantities

```
eps0 = 12.0, k = 1 bohr^-1, R = 4.7326 bohr
Resta formula vs numerical screening: 2.6e-11
m=1: rms rel. error 0.03350, max 0.15782
  lambda 1.09091+0.00000i, r 1.00000+0.00000i, weight 1
m=2: rms rel. error 0.00362, max 0.01341
  lambda 0.76005+0.33593i, r 0.50000-0.18913i, weight 2
m=3: rms rel. error 0.00100, max 0.00349
  lambda 1.30778+0.00000i, r 0.99942+0.00000i, weight 1
  lambda 0.10000+1.06818i, r 0.00029+0.08211i, weight 2
q (bohr^-1), 1/eps Resta, g for m=1, m=2, m=3:
  0.00 0.08333 0.08333 0.08333 0.08333
  0.25 0.12020 0.13300 0.11902 0.12030
  0.50 0.21972 0.25424 0.22071 0.21944
  1.00 0.49120 0.52174 0.49138 0.49205
  2.00 0.79993 0.80357 0.79654 0.80180
3D solver: Chebyshev estimate 113.4 iterations for any box
3D box 12 bohr, h 0.5 bohr: 60 solver iterations
  vs rational symbol 9.2e-12, vs exact Resta 0.00935
3D box 24 bohr, h 0.5 bohr: 94 solver iterations
  vs rational symbol 1.5e-11, vs exact Resta 0.00928
1D box 192 bohr: 61 iterations, without shift 208
1D box 768 bohr: 61 iterations, without shift 906
sheet crystal: a 5.0 bohr, potential amplitude 0.2 Ha, 20 cells
  gap 0.1992 Ha, area per pair 4.681 bohr^2
  smallest q 0.0628 bohr^-1, fitted k 1.2956 bohr^-1
  response vs finite difference: 6.4e-08
  10 cells none: mu 1.0009 to 18.4472, kappa 18.430
  10 cells Kerker: mu 0.1009 to 1.7435, kappa 17.279
  10 cells Resta: mu 0.6235 to 2.4474, kappa 3.925
  10 cells two-pole: mu 0.6217 to 2.4463, kappa 3.935
  20 cells none: mu 1.0009 to 19.9820, kappa 19.964
  20 cells Kerker: mu 0.0279 to 1.7433, kappa 62.532
  20 cells Resta: mu 0.6246 to 2.5330, kappa 4.056
  20 cells two-pole: mu 0.6223 to 2.5344, kappa 4.072
SCF: added potential amplitude 0.05 Ha, residual reduced by 1e-8
  none: alpha 0.0953, rate bound 0.9046, predicted 183.7, steps 185
  two-pole: alpha 0.6336, rate bound 0.6057, predicted 36.7, steps 38
  relative difference of final densities: 1.6e-11
```
